\section*{Second-harmonic response from real-time Berry-phase dynamics: algorithm and errors}

\section{Two operators that agree, and two norms that do not}

A model insulator, sampled at $12$ points $k$, is held in a static field of $0.002$ atomic units for $80$ atomic units of time, in steps of $0.4$. This field, about $10$ MV/cm, is of the order of breakdown in real wide-gap insulators and serves here only as a numerical test. Propagated with one form of the field operator, its occupied states end with an orthonormality defect of $6.4\times10^{-8}$. With another form, and the same time step, the defect is $8.3\times10^{-15}$. Yet both forms act identically on the occupied states from which they are built. The explanation lies in how a time step uses an operator, and it fixes the form of the algorithm.

Hartree atomic units are used, with electron charge $-1$. The crystal is one-dimensional with cell length $a$. Electrons are independent, ions are fixed, and $\mathcal E(t)$ is the uniform macroscopic field. There are $M$ filled bands, each with spin factor $f=2$, and $N$ points $k$ spaced by $\Delta k=2\pi/(Na)$. Bloch states are $\psi_k=e^{ikx}u_k$. The $M$ occupied periodic parts are the columns of $u_k$, with $u_k^\dagger u_k=1$, and $k_\pm=k\pm\Delta k$. The overlap matrices are $S(k,k')=u_k^\dagger u_{k'}$.

\section{The field operator}

\subsection{Polarization and its derivative}

Define
\begin{equation}
\Phi=-\,\mathrm{Im}\ln\prod_k\det S(k,k_+),\qquad P=-\frac{f\Phi}{2\pi}.
\label{phase}
\end{equation}
To trace the sign, write $S(k,k_+)\simeq1-i\Delta k\,A_k$ with $A_k=iu_k^\dagger\partial_ku_k$. Then $\Phi\to\int\mathrm{Tr}A_k\,dk$, and $a\Phi/2\pi$ is the sum of the Wannier centres in a cell. Multiplication by the charge $-f$ and division by $a$ gives $P$, the electronic dipole per length. Its branch is ambiguous by $f$; the dynamics uses changes followed continuously in time.

The energy per cell, including the field, is
\begin{equation}
F=\frac fN\sum_k\mathrm{Tr}\,u_k^\dagger H_ku_k-a\mathcal EP
=\frac fN\sum_k\mathrm{Tr}\,u_k^\dagger H_ku_k+\frac{fa\mathcal E}{2\pi}\Phi .
\label{energy}
\end{equation}
Making the action of $L=(f/N)\sum_k\mathrm{Tr}\,u_k^\dagger i\dot u_k-F$ stationary with respect to $u_k^\dagger$ gives
\begin{equation}
i\dot u_k=\frac Nf\frac{\delta F}{\delta u_k^\dagger}
=H_ku_k+\frac{\mathcal E}{\Delta k}\frac{\delta\Phi}{\delta u_k^\dagger},
\label{action}
\end{equation}
because $Na/2\pi=1/\Delta k$.

For any complex $z$, $-\mathrm{Im}\,z=(i/2)(z-z^*)$. Since $[\det S(k,k_+)]^*=\det S(k_+,k)$,
\begin{equation}
\Phi=\frac i2\sum_k\left[\ln\det S(k,k_+)-\ln\det S(k_+,k)\right].
\end{equation}
The bra $u_k^\dagger$ occurs in the first term of link $(k,k_+)$ and in the second term of link $(k_-,k)$, which is $\ln\det S(k,k_-)$. With $\delta\ln\det S=\mathrm{Tr}\,S^{-1}\delta S$,
\begin{equation}
\delta\ln\det S(k,k_\pm)=\mathrm{Tr}\left[S(k,k_\pm)^{-1}\delta u_k^\dagger\,u_{k_\pm}\right]
=\mathrm{Tr}\left[\delta u_k^\dagger\,\tilde u_k^\pm\right],
\end{equation}
where cyclicity of the trace was used and the dual states are
\begin{equation}
\tilde u_k^\pm=u_{k_\pm}S(k,k_\pm)^{-1}.
\label{dual}
\end{equation}
Therefore $\delta\Phi/\delta u_k^\dagger=(i/2)(\tilde u_k^+-\tilde u_k^-)$. For a random change of the states, this formula and a finite difference of $\Phi$ both give the slope $0.3268545$.

\subsection{A Hermitian generator}

Set
\begin{equation}
w_k=\frac{i}{2\Delta k}(\tilde u_k^+-\tilde u_k^-)u_k^\dagger .
\label{w}
\end{equation}
Because $u_k^\dagger u_k=1$, equation (\ref{action}) is $i\dot u_k=(H_k+\mathcal Ew_k)u_k$. The operator $w_k$ is not Hermitian. However, (\ref{dual}) implies $u_k^\dagger\tilde u_k^\pm=S(k,k_\pm)S(k,k_\pm)^{-1}=1$, so
\begin{equation}
w_k^\dagger u_k=-\frac{i}{2\Delta k}u_k(\tilde u_k^+-\tilde u_k^-)^\dagger u_k
=-\frac{i}{2\Delta k}u_k(1-1)=0 .
\label{null}
\end{equation}
The adjoint may be added without changing the motion:
\begin{equation}
i\dot u_k=T_ku_k,\qquad T_k=H_k+\mathcal E(w_k+w_k^\dagger)=T_k^\dagger .
\label{eom}
\end{equation}
It follows that $d(u_k^\dagger u_k)/dt=-i u_k^\dagger(T_k-T_k^\dagger)u_k=0$. With $w_k$ alone the right side is $-i\mathcal E u_k^\dagger(w_k-w_k^\dagger)u_k$, which also vanishes because $u_k^\dagger w_k=0$ and $w_k^\dagger u_k=0$. In continuous time the norm is conserved with either form.

\subsection{Gauge covariance}

Let $u_k\to u_kU_k$ with any unitary $M\times M$ matrices $U_k$. Then $S(k,k_\pm)\to U_k^\dagger S(k,k_\pm)U_{k_\pm}$, and
\begin{equation}
\tilde u_k^\pm\to u_{k_\pm}U_{k_\pm}U_{k_\pm}^{-1}S(k,k_\pm)^{-1}U_k=\tilde u_k^\pm U_k .
\end{equation}
In $w_k$ this $U_k$ meets the $U_k^\dagger$ from $u_k^\dagger$ and cancels. Hence $T_k$ is invariant, and for constant $U_k$ the rotated states remain $u_k(t)U_k$. If $U_k$ depends on time, the rotated states $v_k=u_kU_k$ obey $i\dot v_k=T_kv_k+v_k(iU_k^\dagger\dot U_k)$. The connection term mixes occupied states among themselves; the projector $p_k=u_ku_k^\dagger$ still obeys $i\dot p_k=[T_k,p_k]$. No smooth gauge along $k$ is needed, so states can be taken directly from separate diagonalizations.

\subsection{Error of the discrete derivative}

Consider $\tilde u(q)=u_{k+q}S(k,k+q)^{-1}$. Inserting $S^\dagger(SS^\dagger)^{-1}=S^{-1}$ gives
\begin{equation}
\tilde u(q)=p_{k+q}u_k\,(u_k^\dagger p_{k+q}u_k)^{-1},
\end{equation}
which is smooth in $q$ wherever the projector is smooth and the inverse exists. Taylor expansion then yields
\begin{equation}
\frac{\tilde u(\Delta k)-\tilde u(-\Delta k)}{2\Delta k}
=\tilde u'(0)+\frac{\Delta k^2}{6}\tilde u'''(0)+O(\Delta k^4).
\end{equation}
In a locally smooth gauge, $\tilde u'(0)=\partial_ku_k-u_k(u_k^\dagger\partial_ku_k)=(1-p_k)\partial_ku_k$. Thus $w_ku_k\to i(1-p_k)\partial_ku_k$: the field operator becomes the covariant form of the position operator.

Let $h(k)$ denote $H_k$ regarded as a function of continuous $k$ (distinct from the step length $h$ used in the time step). For an empty state $c$ and a filled state $v$, differentiate $h|v\rangle=\epsilon_v|v\rangle$ and project on $c$ to obtain
\begin{equation}
\langle c|\partial_kv\rangle=\frac{\langle c|\partial_kh|v\rangle}{\epsilon_v-\epsilon_c}.
\end{equation}
The largest deviation of the discrete elements from $i\langle c|\partial_kv\rangle$ falls from $1.013\times10^{-3}$ bohr at $N=48$ to $2.534\times10^{-4}$ bohr at $N=96$. The ratio $3.997$ confirms second order.

\section{The time step}

Let $C(T,h)=(1+ihT/2)^{-1}(1-ihT/2)$. One step of length $h$ consists of
\begin{align}
u_k^{\rm mid}&=C\bigl(T_k[u^n,t_n],h/2\bigr)u_k^n,\\
u_k^{n+1}&=C\bigl(T_k[u^{\rm mid},t_n+h/2],h\bigr)u_k^n .
\end{align}
With $X=hT/2$ Hermitian,
\begin{equation}
C^\dagger C=(1+iX)(1-iX)^{-1}(1+iX)^{-1}(1-iX)=1,
\end{equation}
since all factors are functions of $X$ and commute. Both substeps are unitary for any $h$. They are also covariant, because $T_k$ is invariant and $C$ acts from the left. A run started from randomly rotated states differs from the rotated result of the original run by $2.7\times10^{-15}$.

For the accuracy, expansion gives $C(T,h)-e^{-ihT}=ih^3T^3/12+O(h^4)$. The predictor has error $O(h^2)$ at the midpoint, which changes $T$ by $O(h^2)$ and the step by $O(h^3)$. Freezing the exact generator at the midpoint also costs $O(h^3)$. Summed over a fixed duration, the error is $O(h^2)$. Three runs with successively halved steps have projector differences in the ratio $3.994$; second order predicts $4$.

\subsection{Why the one-sided operator loses norm}

Now replace $T$ by $G=H+\mathcal Ew$, with $w$ built from $v=u^{\rm mid}$; the index $k$ is dropped. The Cayley step is equivalent to $u^{n+1}-u^n=-ihG\bar u$, where $\bar u=(u^n+u^{n+1})/2$. Multiplying out the norms gives
\begin{align}
u^{n+1\dagger}u^{n+1}-u^{n\dagger}u^n
&=\bar u^\dagger(u^{n+1}-u^n)+(u^{n+1}-u^n)^\dagger\bar u\nonumber\\
&=-ih\mathcal E\,\bar u^\dagger(w-w^\dagger)\bar u .
\end{align}
The step applies $w$ to $\bar u$, whereas (\ref{null}) concerns $v$. Write $\bar u=vB+r$ with $v^\dagger r=0$. The predictor leaves $v$ slightly non-orthonormal, but this does not matter: $wr=0$ because $w$ ends in $v^\dagger$, and $v^\dagger w=0$ because $v^\dagger\tilde v^\pm=1$ for any $v$ with invertible overlaps, so $\bar u^\dagger w\bar u=r^\dagger wvB$. Both $\bar u$ and $v$ approximate the midpoint states to $O(h^2)$, hence $r=O(h^2)$. The norm can change by at most $O(\mathcal Eh^3)$ per step, or $O(\mathcal Eh^2)$ over a fixed time. The bound is not sharp in the field. For a start in the ground state, steps with $H$ alone keep the occupied space, so $r$ itself vanishes with $\mathcal E$ and the defect is at least quadratic in $\mathcal E$. This mechanism produces the $6.4\times10^{-8}$; its scaling with $h$ was not tested numerically. The Hermitian form removes it algebraically and leaves roundoff.

\subsection{Energy as a separate check}

Unitarity does not imply energy conservation. From (\ref{action}), $\delta F/\delta u_k^\dagger=(f/N)i\dot u_k$, so
\begin{equation}
\frac{dF}{dt}=\frac fN\sum_k\left[\mathrm{Tr}\,\dot u_k^\dagger i\dot u_k+\mathrm{c.c.}\right]-aP\frac{d\mathcal E}{dt}
=-aP\frac{d\mathcal E}{dt}.
\end{equation}
The bracket vanishes because its first term is imaginary. Equivalently, the band energy $E_b=F+a\mathcal EP$ obeys
\begin{equation}
\dot E_b=a\mathcal E\dot P ,
\label{work}
\end{equation}
the work done by the field. In a static field $F$ is constant in continuous time. At the smallest of the three steps, the band energy changes by up to $3.13\times10^{-4}$ Ha per cell while $F$ drifts by at most $1.0\times10^{-9}$ Ha, a fraction $3.2\times10^{-6}$ of the exchange.

\section{Extracting the second harmonic}

The drive is $\mathcal E=\mathcal E_0\cos\omega t$ after a ramp over four periods. With $s$ running from $0$ to $1$, the ramp factor is $s^4(35-84s+70s^2-20s^3)$. Its derivative, $140s^3(1-s)^3$, shows that the first three derivatives vanish at both ends. In the periodic regime,
\begin{equation}
P(t)=\sum_np_ne^{-in\omega t},\qquad
\chi_1=\frac{p_1}{\mathcal E_0/2},\qquad
\chi_2=\frac{p_2}{(\mathcal E_0/2)^2},
\label{chi}
\end{equation}
at leading order in the field. These factors match the static convention $\Delta P=\chi_1\mathcal E+\chi_2\mathcal E^2$: squaring $(\mathcal E_0/2)(e^{-i\omega t}+e^{i\omega t})$ gives the coefficient $(\mathcal E_0/2)^2$ at $e^{-2i\omega t}$.

The record covers four periods with $J$ samples, weighted by $1-\cos(2\pi j/J)$. The weighted mean of $e^{2\pi imj/J}$ is $1$ for $m=0$, $-1/2$ for $m=\pm1$, and zero for other integers, apart from aliases. Different harmonics are separated by multiples of four in $m$, so they do not leak into one another. For noninteger $m$ and dense sampling, the magnitude is
\begin{equation}
\frac{|\sin\pi m|}{\pi|m(m^2-1)|}.
\end{equation}
A free oscillation at the gap, $0.204$ Ha, lies $(0.204-0.100)/0.0125\simeq8.3$ bins from $2\omega=0.1$ Ha, and the window reduces it to at most about $6\times10^{-4}$ of its amplitude. This adds to the suppression by the ramp. If $\omega$ or $2\omega$ reaches the absorption range, transitions are driven resonantly and an undamped finite-$N$ calculation need not settle to a periodic response; a stated dephasing model is then needed.

\section{A reference without Berry phases or time steps}

In the continuum, up to an occupied-space rotation, $i\dot u=h(k)u+i\mathcal E\partial_ku$. Define $v(k,t)=u(k+\kappa(t),t)$ with $\dot\kappa=-\mathcal E$. The chain rule gives
\begin{equation}
i\dot v=h(k+\kappa)v+i\mathcal E\partial_ku+i\dot\kappa\,\partial_ku=h(k+\kappa)v .
\end{equation}
The density matrix obeys $i\dot\rho=[h(k+\kappa),\rho]$. For field component $\mathcal E_0/2$ at $e^{-i\omega t}$, the shift component is $\kappa_1=(\mathcal E_0/2)/(i\omega)$. Expanding $h$ in $\kappa$, with primes for $\partial_k$ and $\epsilon_{ab}=\epsilon_a-\epsilon_b$,
\begin{align}
(\omega-\epsilon_{ab})\rho^{(1)}_{ab}&=\kappa_1[h',\rho^{(0)}]_{ab},\\
(2\omega-\epsilon_{ab})\rho^{(2)}_{ab}&=\kappa_1[h',\rho^{(1)}]_{ab}+\tfrac12\kappa_1^2[h'',\rho^{(0)}]_{ab}.
\end{align}
The band energy changes at the rate $(f/N)\sum_k\mathrm{Tr}\,\rho h'(k+\kappa)\dot\kappa$. Comparison with (\ref{work}) identifies $\dot P=-(f/Na)\sum_k\mathrm{Tr}\,\rho h'(k+\kappa)$. Its $2\omega$ component is $-2i\omega p_2$, hence
\begin{equation}
p_2=\frac{f}{2i\omega Na}\sum_k\mathrm{Tr}\left[\rho^{(2)}h'+\kappa_1\rho^{(1)}h''+\tfrac12\kappa_1^2\rho^{(0)}h'''\right].
\end{equation}

\section{Worked example and error budget}

The model has $a=12$ bohr and four equally spaced sites. Their energies are $-0.12,0.10,-0.08,0.10$ Ha, and the hoppings are $0.08,0.05,0.08,0.05$ Ha. Two bands are filled. Position is diagonal in the site orbitals, at $\tau_j$. With Bloch coefficients $c_k$ that carry lattice phases alone,
\begin{equation}
S(k,k_+)=c_k^\dagger e^{-i\Delta k\tau}c_{k_+},
\end{equation}
also across the zone boundary. This follows from $u_k=e^{-ik\tau}c_k$; in the same frame the neighbour states are $e^{\mp i\Delta k\tau}c_{k_\pm}$. The derivatives $h',h'',h'''$ are those of the matrix acting on $u_k$, whose hopping elements carry $e^{ikd}$ with $d$ the full hop distance, so each derivative multiplies an element by $id$. The drive has $\omega=0.05$ Ha, $\mathcal E_0=10^{-4}$ atomic units and $160$ steps per period.

The raw values of $\chi_2$ are $-26.4618$, $-26.7029$ and $-26.7654$ for $N=12,24,48$. Successive differences have the ratio $3.857$, near the $4$ of a $\Delta k^2$ error. Halving the time step at $N=12$ gives $-26.4688$. For an error $b\,h^2$, halving $h$ removes three quarters of it, so the full time correction is $4/3$ of the change. For the mesh, the remaining error is one third of the last change. Thus
\begin{align}
\chi_2&\simeq-26.7654+\frac{-26.7654+26.7029}{3}
+\frac43(-26.4688+26.4618)\nonumber\\
&=-26.7654-0.0208-0.0093=-26.7955 .
\end{align}
The density-matrix value is $-26.7954$; the relative difference is $6\times10^{-6}$. For $\chi_1$ the two routes give $3.65363$ and $3.65361$.

This agreement is closer than the error budget warrants. Doubling the field changes $\chi_2$ by $6.2\times10^{-5}$ relative to its value. If the leading correction is proportional to $\mathcal E_0^2$, doubling adds three times the correction already present, which is therefore about $2\times10^{-5}$. Errors of different origin must partly cancel, and $2\times10^{-5}$ is the fairer estimate of the numerical accuracy within this model.

At $\omega=0.04$ Ha both routes give $-24.27$, and the reference at $0.005$ Ha gives $-20.77$. The magnitude at $0.05$ Ha is thus $1.29$ times that near the static limit. The growth is consistent with the shrinking denominators $\epsilon_c-\epsilon_v-2\omega$ and $\epsilon_c-\epsilon_v-\omega$ in $\rho^{(2)}$ and $\rho^{(1)}$; their separate shares were not computed.

Equal hoppings of $0.065$ Ha restore inversion. Reversing the field then reverses the change of $P$, while a half-period shift reverses the drive. A periodic response must satisfy $\Delta P(t+\pi/\omega)=-\Delta P(t)$, which forbids even harmonics. The computed ratio to the polar chain's $|\chi_2|$ is $1.7\times10^{-5}$, small but above roundoff. A remnant of the switching transient is a plausible cause, though it was not isolated.

For parallel, noninteracting chains with cross-section $A_\perp=50$ bohr$^2$ each, the bulk polarization is $P/A_\perp$. Since $\varepsilon_0=1/4\pi$ in atomic units,
\begin{equation}
\chi^{(2)}_{\rm bulk}=\frac{4\pi\chi_2}{A_\perp}
=\frac{4\pi(-26.7955)}{50}\simeq-6.73\ \text{a.u.}\simeq-13.1\ \text{pm/V}.
\end{equation}
The last step divides by the atomic unit of electric field expressed in V/m. The sign reverses if the positive chain direction is reversed. The value omits electron interaction, local fields and ionic motion, so its numerical accuracy says nothing about those physical effects. The algorithm itself fails when an overlap matrix becomes singular; even while the overlaps remain invertible, a field strong enough to transfer appreciable population across the gap invalidates the perturbative reading in (\ref{chi}). The remaining checks are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
cell length: 12.0 bohr
on-site energies: [-0.12  0.1  -0.08  0.1 ] Ha
polar hoppings: [0.08 0.05 0.08 0.05] Ha
symmetric hopping: 0.065 Ha
band gap: 0.20419 Ha
smallest direct gap: 0.20419 Ha
Berry slope, finite difference: 0.3268545 (no unit)
Berry slope, dual states: 0.3268545 (no unit)
largest |w^dagger u|: 5.7e-15 bohr
interband error, N=48: 1.013e-03 bohr
interband error, N=96: 2.534e-04 bohr
interband error ratio: 3.997
static test field: 0.0020 a.u.
static test duration: 80.0 a.u.
gauge covariance error: 2.7e-15
norm defect, Hermitian operator: 8.3e-15
norm defect, one-sided operator: 6.4e-08
time-step error ratio: 3.994
largest band-energy change: 3.133e-04 Ha/cell
largest total-energy drift: 1.007e-09 Ha/cell
drive frequency: 0.050 Ha
drive amplitude: 1.0e-04 a.u.
ramp, window: 4, 4 periods
steps per period: 160
time step: 0.7854 a.u.
norm defect under drive: 2.6e-14
raw chi2, N=12: -26.4618 a.u.
raw chi2, N=24: -26.7029 a.u.
raw chi2, N=48: -26.7654 a.u.
raw chi2, N=12, half step: -26.4688 a.u.
mesh difference ratio: 3.857
chi1, real time: 3.65363 a.u.
chi1, density matrix: 3.65361 a.u.
chi1 relative difference: 4.2e-06
chi2, real time: -26.7955 a.u.
chi2 imaginary part: 4.8e-05 a.u.
chi2, density matrix: -26.7954 a.u.
chi2 relative difference: 6.1e-06
chi2 at 0.040 Ha, real time: -24.2696 a.u.
chi2 at 0.040 Ha, reference: -24.2697 a.u.
chi2 at 0.005 Ha, reference: -20.7674 a.u.
chi2 change on doubling field: 6.2e-05
symmetric/polar |chi2| ratio: 1.7e-05
area per chain: 50.0 bohr^2
bulk chi2 of chain array: -13.096 pm/V
\end{verbatim}
